# One effective phonon mode for a two-mode nonradiative multiphonon trap

## The problem

A trap changes its charge state, and the equilibrium positions of two lattice modes shift. The phonon energies are 0.020 eV and 0.060 eV, with Huang-Rhys factors 10 and 5. The lattice starts at zero temperature. Which single mode, with what phonon energy and Huang-Rhys factor, gives the same mean and the same variance of the emitted phonon energy?

The modes are harmonic and independent, and their frequencies are the same before and after the transition. The electronic matrix element does not depend on the lattice coordinates (the Condon approximation). The algebra uses atomic units, $\hbar=1$, so a frequency $\omega$ is also a phonon energy. Coordinates are mass-weighted. A mode displaced by $d$ has the Huang-Rhys factor $S=\omega d^2/2$, so its relaxation energy is $\omega^2d^2/2=S\omega$.

The phrase "variance of the emitted energy" needs care. In a nonradiative transition, energy conservation fixes the net phonon energy at the electronic energy $W$ released. What has a mean and a variance is the Franck-Condon distribution $G(E)$: the probability density of finding phonon energy $E$ when the initial lattice state is expanded in the final vibrational states. The golden rule samples it at one point,

$$k=2\pi|V|^2\sum_f|\langle f|i\rangle|^2\,\delta(W-E_f)=2\pi|V|^2G(W).$$

A single mode with the right mean and variance puts the centre and the width of $G$ in the right place. Below, averages and variances of emitted phonons refer to this distribution, not to the transitions selected by a fixed $W$.

## A tempting solution

On average the transition emits $10+5=15$ phonons, so the single mode is given $S=15$. Its phonon energy is taken as the average over these phonons:

$$\bar\omega=\frac{10(0.020)+5(0.060)}{15}=0.0333\ \text{eV}.$$

The mean is then $15\bar\omega=0.500$ eV, as it should be, and the answer seems complete.

## Where it fails

The variance has not been examined. As derived below, a displaced mode emits a Poisson-distributed number of phonons, with mean $S$ and variance $S$. Its energy variance is therefore $S\omega^2$. The proposed mode has

$$15\,\bar\omega^2=\frac{(0.500\ \text{eV})^2}{15}=0.01667\ \text{eV}^2,$$

while the two real modes have

$$10(0.020)^2+5(0.060)^2=0.0040+0.0180=0.0220\ \text{eV}^2.$$

The proposed variance is 24% below the true one. The missing part can be identified. With $\bar\omega=\sum_iS_i\omega_i/\sum_iS_i$,

$$\sum_iS_i(\omega_i-\bar\omega)^2=\sum_iS_i\omega_i^2-2\bar\omega\sum_iS_i\omega_i+\bar\omega^2\sum_iS_i=\sum_iS_i\omega_i^2-\bar\omega^2\sum_iS_i.$$

The right side is the true variance minus the proposed one. The left side is the spread of the phonon energies about their average, which vanishes only if all modes with $S_i>0$ have the same frequency. The fault lies in fixing $S$ at the total phonon number. That number was not among the quantities to be matched, and keeping it leaves no freedom to match the variance.

## The right solution

**The distribution of one mode.** Let $a$ be the lowering operator of the initial oscillator, so that $q=(a+a^\dagger)/\sqrt{2\omega}$. The final energy, measured from the final zero-point level, is

$$H=\tfrac12p^2+\tfrac12\omega^2(q-d)^2-\tfrac12\omega .$$

The terms without $d$ give $\omega a^\dagger a$. In the cross term, insert $d=\sqrt{2S/\omega}$:

$$-\omega^2dq=-\omega^2\sqrt{\frac{2S}{\omega}}\,\frac{a+a^\dagger}{\sqrt{2\omega}}=-\omega\sqrt S\,(a+a^\dagger).$$

The last term is $\omega^2d^2/2=\omega S$. Together,

$$H=\omega\left[a^\dagger a-\sqrt S(a+a^\dagger)+S\right]=\omega b^\dagger b,\qquad b=a-\sqrt S .$$

Here $b$ lowers the final oscillator. Since $a|0\rangle=0$, the initial ground state obeys $b|0\rangle=-\sqrt S|0\rangle$. Expand it in final states, $|0\rangle=\sum_nc_n|n\rangle_b$. Comparing coefficients of $|n\rangle_b$ gives $\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n$, hence $c_n=c_0(-\sqrt S)^n/\sqrt{n!}$. Normalization requires $|c_0|^2e^S=1$, and so

$$p_n=|c_n|^2=e^{-S}\frac{S^n}{n!}.$$

**Mean and variance.** The characteristic function of the energy $n\omega$ is

$$\langle e^{in\omega t}\rangle=e^{-S}\sum_n\frac{(Se^{i\omega t})^n}{n!}=\exp\left[S(e^{i\omega t}-1)\right].$$

For independent modes these functions multiply, so their logarithms add. The coefficient of $(it)^r/r!$ in the total logarithm is the $r$-th cumulant:

$$\kappa_r=\sum_iS_i\omega_i^r .$$

The first cumulant is the mean $\lambda$, the second is the variance $v$, and the third is the third central moment.

**Matching.** The single mode, marked by a star, must satisfy

$$S_*\omega_*=\lambda,\qquad S_*\omega_*^2=v .$$

Dividing the second equation by the first gives $\omega_*$, and the first then gives $S_*$:

$$\omega_*=\frac v\lambda,\qquad S_*=\frac{\lambda}{\omega_*}=\frac{\lambda^2}{v}.$$

Each step has one outcome, so the solution is unique. With $\lambda=0.200+0.300=0.500$ eV and $v=0.0220$ eV$^2$,

$$\omega_*=\frac{0.0220}{0.500}=0.0440\ \text{eV}=44.0\ \text{meV},\qquad S_*=\frac{(0.500)^2}{0.0220}=11.36 .$$

A non-integer $S_*$ is no difficulty, because it is a mean number of phonons. A numerical root search using integrated overlaps of displaced oscillator functions, without the matching formula, also gives 0.0440 eV and 11.36.

The result is again an average frequency, but with a different weight:

$$\omega_*=\sum_i\frac{S_i\omega_i}{\lambda}\,\omega_i=0.4(0.020)+0.6(0.060)=0.044\ \text{eV}.$$

Each mode counts by its share of the relaxation energy, not by its share of the phonons. The 0.060 eV mode supplies a third of the phonons but 60% of the energy. If all frequencies are equal, both averages reduce to that frequency and $S_*=\sum_iS_i$; the tempting solution is then correct.

## What the single mode does not reproduce

Two parameters match two cumulants. The Cauchy-Schwarz inequality gives the sign of two remaining errors:

$$\lambda^2=\Big(\sum_i\sqrt{S_i}\,\sqrt{S_i}\,\omega_i\Big)^2\le v\sum_iS_i\quad\Rightarrow\quad S_*\le\sum_iS_i,$$

$$v^2=\Big(\sum_i\sqrt{S_i\omega_i}\,\sqrt{S_i\omega_i^3}\Big)^2\le\lambda\kappa_3\quad\Rightarrow\quad S_*\omega_*^3=\frac{v^2}{\lambda}\le\kappa_3 .$$

The single mode therefore never has too small a zero-phonon weight, and never too large a third cumulant. Here the zero-phonon weight is $e^{-11.36}=1.2\times10^{-5}$ instead of $e^{-15}=3.1\times10^{-7}$, about 38 times too large. The skewness $\kappa_3/v^{3/2}$ is 0.30 instead of 0.36. The centre of the distribution is served well, and its far ends less well.

## The same mode at finite temperature

At 300 K, $k_BT=0.0259$ eV exceeds the smaller phonon energy. Phonons are then absorbed as well as emitted, and $E$ means the net emitted energy. For one mode let $H_0=\omega a^\dagger a$, let $\rho$ be the thermal state, and let $N=1/(e^{\omega/k_BT}-1)$. The characteristic function is

$$\chi(t)=\mathrm{Tr}\left[\rho\,e^{-iH_0t}e^{iHt}\right],$$

because inserting initial states $m$ and final states $n$ gives the phases $e^{i(E_n-E_m)t}$, weighted by thermal occupation and squared overlap.

Define $D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}$. It shifts $a$ so that $H=D(\sqrt S)H_0D(-\sqrt S)$. Since $e^{-iH_0t}a^\dagger e^{iH_0t}=a^\dagger e^{-i\omega t}$,

$$e^{-iH_0t}e^{iHt}=D(\sqrt S\,e^{-i\omega t})\,D(-\sqrt S)=e^{iS\sin\omega t}D(\gamma),\qquad \gamma=\sqrt S(e^{-i\omega t}-1).$$

The phase comes from $D(\alpha)D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}D(\alpha+\beta)$.

The thermal average of $D(\gamma)$ follows by writing $\rho$ as a mixture of coherent states $|\alpha\rangle$ with weight $e^{-|\alpha|^2/N}/(\pi N)$. The phase integral removes off-diagonal elements. With $u=|\alpha|^2$, the diagonal ones are

$$\frac1N\int_0^\infty e^{-u(1+1/N)}\frac{u^n}{n!}\,du=\frac{N^n}{(N+1)^{n+1}},$$

which is the Boltzmann distribution. In one coherent state $\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}e^{\gamma\alpha^*-\gamma^*\alpha}$. The last exponent is $i$ times a real Gaussian variable of variance $2N|\gamma|^2$, so its exponential averages to $e^{-N|\gamma|^2}$. With $|\gamma|^2=2S(1-\cos\omega t)$,

$$\ln\chi=iS\sin\omega t-S(2N+1)(1-\cos\omega t)$$
$$\phantom{\ln\chi}=S\left[(N+1)(e^{i\omega t}-1)+N(e^{-i\omega t}-1)\right].$$

The coefficient of $it$ is $S\omega[(N+1)-N]=S\omega$, so the mean does not change with temperature. The coefficient of $(it)^2/2$ is $S\omega^2(2N+1)$. Summed over modes,

$$v(T)=\sum_iS_i\omega_i^2\coth\frac{\omega_i}{2k_BT}.$$

For the two modes this is 0.0328 eV$^2$ at 300 K, 49% above the zero-temperature value. The matched mode, with its parameters unchanged, gives 0.0318 eV$^2$, which is 2.9% below the two-mode value. Between 10 and 1000 K the largest shortfall is 4.2%, near 170 K.

The sign is general. Put $f(\omega)=\omega\coth(\omega/2k_BT)$ and $y=\omega/2k_BT$. The second derivative of $y\coth y$ is $2(y\coth y-1)/\sinh^2y$, which is not negative because $\tanh y\le y$. Thus $f$ is convex. With weights $S_i\omega_i/\lambda$, whose average frequency is $\omega_*$, Jensen's inequality gives

$$v(T)=\lambda\sum_i\frac{S_i\omega_i}{\lambda}f(\omega_i)\ge\lambda f(\omega_*)=v_*(T).$$

At high temperature $f\to2k_BT$ for every mode, and both variances approach $2k_BT\lambda$.

## Consequence for the capture rate

At fixed $V$ and $W$, the ratio of rates in the two descriptions is the ratio of their $G(W)$. The discrete lines must first be broadened: the matched mode has lines at multiples of 0.044 eV, so at $W=0.10$ eV it has none. Giving every line a Gaussian profile of standard deviation $\sigma$ multiplies the characteristic function by $e^{-\sigma^2t^2/2}$:

$$G(W)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{-iWt-\sigma^2t^2/2}\prod_i\chi_i(t)\,dt .$$

With $\sigma=0.025$ eV held fixed, the ratios of matched-mode to two-mode rate are:

| $W$ (eV) | 0 K | 300 K |
|---|---|---|
| 0.10 | 1.38 | 0.95 |
| 0.56 | 1.01 | 1.02 |
| 1.12 | 0.79 | 0.82 |

At 0.56 eV, close to the mean of 0.50 eV, the single mode gives a rate 1 to 2% too high. At 1.12 eV, about four standard deviations above the mean at 0 K, the single mode gives a rate about 20% too low at both temperatures. At 0.10 eV the error changes sign between 0 and 300 K. All these ratios belong to the chosen broadening, which must be wide enough to merge the lines of the matched mode. With $\sigma=0.010$ eV those lines stand apart, and the ratio at 0.56 eV and 0 K falls from 1.01 to 0.83.

## The chosen numbers and the neglected effects

The two phonon energies lie roughly where silicon has transverse acoustic and transverse optical phonons. The energies 0.56 and 1.12 eV are roughly half and all of the silicon gap. The Huang-Rhys factors are chosen, not derived for a particular defect, and a relaxation energy of 0.5 eV describes a strongly relaxing centre. The value 0.044 eV therefore belongs to this example and should not be carried over to a real trap. Real traps also couple to a continuous phonon spectrum; for harmonic modes the sums over $i$ then become integrals. Two other assumptions can fail, with the following effects.

**Changed frequencies.** Let each final frequency be $r\omega$ at fixed displacement. Relative to the initial Hamiltonian, the final one contains the extra terms $\tfrac12\omega^2(r^2-1)q^2-r^2\omega^2dq+r^2S\omega$, and the final zero-point energy $r\omega/2$ is subtracted. In the initial ground state $q$ is Gaussian with $\langle q^2\rangle=1/2\omega$, so the mean per mode is

$$\frac\omega2+\frac{\omega(r^2-1)}4+r^2S\omega-\frac{r\omega}2=r^2S\omega+\frac{\omega(1-r)^2}4 .$$

The initial Hamiltonian acts on its ground state as a constant, so the variance comes from the terms in $q$ and $q^2$. These are uncorrelated, and $\mathrm{Var}(q^2)=2\langle q^2\rangle^2=1/2\omega^2$. The variance per mode is

$$r^4S\omega^2+\frac{\omega^2(r^2-1)^2}8 .$$

For $r=0.9$ in both modes the totals are 0.405 eV and 0.01445 eV$^2$. A matched mode with equal initial and final frequencies then has $\omega_*=0.0357$ eV, 19% lower, while $S_*$ stays at 11.36 to the digits given. The dominant terms explain this: the mean scales as $r^2$ and the variance as $r^4$, so $v/\lambda$ scales as $r^2$ and $\lambda^2/v$ does not change.

**A coordinate-dependent matrix element.** Let $V\propto1+g(a+a^\dagger)$ in the 0.060 eV mode, where $g$ is the relative change of $V$ per zero-point rms displacement. The state to be expanded is $(|0\rangle+g|1\rangle)/\sqrt{1+g^2}$. From $H=\omega[a^\dagger a-\sqrt S(a+a^\dagger)+S]$, the mean shifts by

$$\frac{g^2\omega-2g\omega\sqrt S}{1+g^2}.$$

For $g=\pm0.1$ this is $-0.026$ and $+0.027$ eV, about 5% of the mean. For small $|g|$ the term linear in $g$ sets the sign: the mean falls when the matrix element grows towards the final equilibrium position ($g>0$) and rises when it grows away from it. The rate far above the mean is much more sensitive. At 0 K, $W=1.12$ eV and $\sigma=0.025$ eV, the two-mode rate is multiplied by 0.37 for $g=0.1$ and by 1.94 for $g=-0.1$, relative to $g=0$, with the value of $V$ at the initial equilibrium position held fixed (the factor $1+g^2$ is then part of the rate and is not divided out). In a nonradiative transition the matrix element can even be mainly linear in the coordinate; the matched values found above then do not apply.

For this example, a 10% change of both frequencies moves the matched phonon energy far more than the third digit of 0.0440 eV. Most of the values behind these comparisons are in the numerical output below.

## Table of computed values

```
mode 1: S = 10.0, phonon energy = 0.020 eV
mode 1: mean part = 0.200 eV, variance part = 0.004000 eV^2
mode 2: S = 5.0, phonon energy = 0.060 eV
mode 2: mean part = 0.300 eV, variance part = 0.018000 eV^2
mean phonon energy = 0.5000 eV
variance = 0.022000 eV^2
standard deviation = 0.1483 eV
matched phonon energy = 0.0440 eV = 44.00 meV
matched Huang-Rhys factor = 11.3636
root search: S = 11.3636, phonon energy = 0.0440 eV
sum of Huang-Rhys factors = 15.0
S-weighted mean phonon energy = 0.0333 eV
variance with S-weighted mean = 0.016667 eV^2
its shortfall in variance = 24.2 %
third cumulant, two modes = 0.001160 eV^3
third cumulant, matched mode = 0.000968 eV^3
skewness, two modes = 0.3555
skewness, matched mode = 0.2966
zero-phonon weight, two modes = 3.059e-07
zero-phonon weight, matched mode = 1.161e-05
temperature of use = 300 K, kT = 0.02585 eV
variance at 300 K, two modes = 0.032771 eV^2
variance at 300 K, matched mode = 0.031811 eV^2
two-mode variance, 300 K over 0 K = 1.490
matched-mode variance shortfall at 300 K = 2.93 %
largest shortfall, 10-1000 K = 4.16 % at 170 K
Gaussian broadening (standard deviation) = 0.025 eV
G at 0 K, W = 0.10 eV: two modes 2.3169e-02, matched 3.2075e-02 1/eV, matched/two 1.384
G at 0 K, W = 0.56 eV: two modes 2.2878e+00, matched 2.3101e+00 1/eV, matched/two 1.010
G at 0 K, W = 1.12 eV: two modes 4.0221e-03, matched 3.1802e-03 1/eV, matched/two 0.791
G at 300 K, W = 0.10 eV: two modes 1.6833e-01, matched 1.6072e-01 1/eV, matched/two 0.955
G at 300 K, W = 0.56 eV: two modes 2.0088e+00, matched 2.0393e+00 1/eV, matched/two 1.015
G at 300 K, W = 1.12 eV: two modes 1.4476e-02, matched 1.1898e-02 1/eV, matched/two 0.822
final/initial frequency ratio = 0.90
softened: mean = 0.40520 eV, variance = 0.014452 eV^2
softened: matched phonon energy = 0.03567 eV, S = 11.361
matrix-element slope g = +0.1: mean shift = -0.02597 eV (-5.19 % of mean)
matrix-element slope g = -0.1: mean shift = +0.02716 eV (+5.43 % of mean)
```
